\section*{Ranking carbon, oxygen and fluorine by absorption at 92 eV}

\section{Setting and data}

A resist film is exposed to light of photon energy 92.0 eV, which is a wavelength of 13.48 nm. You are to compare carbon, oxygen and fluorine as absorbers when each is present at the same number of atoms per volume, $n_a$.

Hartree atomic units are used, so the electron has charge $-1$ and mass 1, and the speed of light is $c=1/\alpha$, with $\alpha$ the fine-structure constant. The photon energy is then $\omega=3.38094$. Cross sections are also quoted in megabarn (Mb). Fields vary as $e^{-i\omega t}$, and the real part is understood. The atomic scattering factor is
\begin{equation}
 f=f_1-if_2=\frac{X}{X_{\rm free}},
\end{equation}
where $X$ is the complex amplitude of the summed displacement of the atom's electrons along the field, and $X_{\rm free}$ is that of one free electron in the same field. The wavelength is far larger than the atom, so the field is taken as uniform across it.

The imaginary part is tabulated at two energies:
\begin{center}
\begin{tabular}{lcc}
atom & $f_2$ at 88 eV & $f_2$ at 96 eV\\
C & 0.9042 & 0.8227\\
O & 2.8623 & 2.6081\\
F & 4.4330 & 4.0986
\end{tabular}
\end{center}
These entries are calculated, not measured. They hold for free neutral atoms with spherically averaged electron density $\rho$, in the nonrelativistic Hartree--Slater potential
\begin{equation}
 V(r)=-\frac Zr+\int\frac{\rho(r')}{|\mathbf r-\mathbf r'|}\,d^3r'
 -\frac32\left(\frac{3\rho(r)}{\pi}\right)^{1/3},
\end{equation}
which is replaced by $-1/r$ wherever it would be weaker than that, because a departing electron leaves a singly charged ion behind. Multiplet structure, relaxation of the remaining electrons, correlation beyond this mean field and chemical bonding are left out. The fourth decimal of the entries depends on the numerical grid, by up to about five units. A published table of $f_2$ can be used in the same way.

\section{Part (a): from scattering factor to cross section}

\textbf{Question.} Show that the absorption cross section is $\sigma=2r_e\lambda f_2$, where $r_e$ is the classical electron radius. Check the sign of $f_2$ on a damped oscillator.

\textbf{Answer.} Let the field be $E_0\cos\omega t$ with real $E_0$. A free electron obeys $\ddot x=-E$. Inserting $x=X_{\rm free}e^{-i\omega t}$ gives $-\omega^2X_{\rm free}=-E_0$, hence
\begin{equation}
 X_{\rm free}=\frac{E_0}{\omega^2},\qquad
 X=\frac{E_0}{\omega^2}(f_1-if_2).
\end{equation}
The force on an electron is $-E$, and the velocity amplitude is $-i\omega X$. The time average of a product of two oscillating quantities with amplitudes $A$ and $B$ is $\frac12{\rm Re}(A^*B)$. The mean power taken from the field is therefore
\begin{align}
 P&=\tfrac12{\rm Re}\left[(-E_0)(-i\omega X)\right]
 =\tfrac12\omega E_0\,{\rm Re}(iX)\nonumber\\
 &=-\tfrac12\omega E_0\,{\rm Im}X=\frac{E_0^2f_2}{2\omega}.
\end{align}
Positive $f_2$ thus means absorption. The mean energy density of the wave, electric and magnetic parts together, is $E_0^2/(8\pi)$. It travels at speed $1/\alpha$, so the intensity is $I=E_0^2/(8\pi\alpha)$. The cross section is power divided by intensity:
\begin{equation}
 \sigma=\frac PI=\frac{4\pi\alpha f_2}{\omega}.
 \label{sigma}
\end{equation}
In these units $r_e=1/c^2=\alpha^2$ and $\lambda=2\pi c/\omega=2\pi/(\alpha\omega)$. Consequently $2r_e\lambda f_2=4\pi\alpha f_2/\omega$, which is the stated result.

For an electron bound by a spring of frequency $\omega_0$ with damping rate $\gamma>0$,
\begin{equation}
 \ddot x+\gamma\dot x+\omega_0^2x=-E
 \quad\Rightarrow\quad
 f=\frac{\omega^2}{\omega^2-\omega_0^2+i\gamma\omega}.
\end{equation}
Multiplying numerator and denominator by the complex conjugate of the denominator gives
\begin{equation}
 f_2=\frac{\gamma\omega^3}{(\omega^2-\omega_0^2)^2+\gamma^2\omega^2}>0 .
\end{equation}
Away from resonance $f_2$ vanishes as $\gamma\to0$: a motion without loss takes no net energy from the field. For $\omega\gg\omega_0,\gamma$ one finds $f\to1$, the free electron. A numerical integration of this equation of motion with $\omega_0=2$, $\gamma=0.5$ and $\omega=3.38094$ gave $\sigma=0.009025$ square bohr both from the work done and from $f_2$.

\section{Part (b): from one atom to a film}

\textbf{Question.} Derive the absorption coefficient $\mu$ of a medium with $n_a$ atoms per volume, and find the first correction for finite density. When does ranking by $\mu$ reduce to ranking by $f_2$?

\textbf{Answer.} Each atom has dipole amplitude $-X$, so the polarization amplitude is $-n_aX=-n_afE_0/\omega^2$. Here the field acting on an atom is taken to be the average field in the medium. The squared refractive index is
\begin{equation}
 n^2=1+4\pi\frac{-n_aX}{E_0}=1-w,\qquad
 w=\frac{4\pi n_a}{\omega^2}(f_1-if_2).
\end{equation}
Write $w=w_1-iw_2$ and expand the root, $n=1-w/2-w^2/8-\dots$. Since ${\rm Im}\,w=-w_2$ and ${\rm Im}\,w^2=-2w_1w_2$,
\begin{equation}
 {\rm Im}\,n=\frac{w_2}{2}+\frac{w_1w_2}{4}+\dots
 =\frac{w_2}{2}\left(1+\frac{w_1}{2}+\dots\right).
\end{equation}
The wave is proportional to $e^{in\alpha\omega z}$, so its amplitude falls as $e^{-\alpha\omega z\,{\rm Im}\,n}$ and its intensity at twice that rate:
\begin{align}
 \mu&=2\alpha\omega\,{\rm Im}\,n
 =\alpha\omega w_2\left(1+\frac{w_1}{2}+\dots\right)\nonumber\\
 &=n_a\sigma\left(1+\frac{2\pi n_af_1}{\omega^2}+\dots\right).
\end{align}
The correction, unlike the leading term, depends on the assumption about the acting field. If the Lorentz field $E+4\pi P/3$ acts on each atom instead, with $P$ the polarization, then $4\pi P=-w(E+4\pi P/3)$ and $n^2=1-w/(1+w/3)$. Expanding gives $n=1-w/2+w^2/24+\dots$, and the factor $1+w_1/2$ becomes $1-w_1/6$. The correction then has the opposite sign and a third of the size, so the average-field value serves below as an estimate of its magnitude.

To leading order in density, $\mu=n_a\sigma$. At equal $n_a$ and equal $\omega$ the factor $4\pi\alpha n_a/\omega$ is common to all elements, and the ranking is that of $f_2$.

For $n_a=0.005$ per cubic bohr, the density used in part (f), the relative correction is $2\pi\times0.005f_1/3.38094^2=0.0027f_1$. For the test oscillator of part (a) at this density, the full square root gave a $\mu$ that exceeds $n_a\sigma$ by 0.4\%. If $f_1$ does not exceed the nine electrons of fluorine in size, the correction stays below about 2.6\%. The atomic model gives $f_1\approx4.0$, 6.0 and 6.4 for C, O and F at 92 eV, hence corrections of 1.1, 1.7 and 1.8\%. Differences in $f_2$ much larger than this cannot be reversed by it.

\section{Part (c): reading the table}

\textbf{Question.} Interpolate $f_2$ to 92 eV, taking $\ln f_2$ as linear in $\ln\omega$. Rank the elements and give their cross sections in Mb.

\textbf{Answer.} Linear interpolation in the logarithms means a power law between the two entries:
\begin{equation}
 f_2(92)=f_2(88)\left[\frac{f_2(96)}{f_2(88)}\right]^s,\qquad
 s=\frac{\ln(92/88)}{\ln(96/88)}=0.511 .
\end{equation}
For the three atoms this gives
\begin{align}
 {\rm C}:\quad&0.9042\,(0.8227/0.9042)^{0.511}=0.862,\nonumber\\
 {\rm O}:\quad&2.8623\,(2.6081/2.8623)^{0.511}=2.729,\nonumber\\
 {\rm F}:\quad&4.4330\,(4.0986/4.4330)^{0.511}=4.259 .
\end{align}
Equation (\ref{sigma}) gives 0.7595 Mb per unit of $f_2$ at this energy. Hence
\begin{align}
 \sigma_{\rm C}&=0.7595\times0.862=0.65\ {\rm Mb},\nonumber\\
 \sigma_{\rm O}&=0.7595\times2.729=2.07\ {\rm Mb},\nonumber\\
 \sigma_{\rm F}&=0.7595\times4.259=3.23\ {\rm Mb}.
\end{align}
Fluorine is the strongest absorber and carbon the weakest. The ratios to carbon are $1:3.17:4.94$. The gap between oxygen and fluorine, a factor 1.56, is well above the density correction estimated in part (b).

Direct calculation at 92 eV in the same atomic model gives 0.8618, 2.7311 and 4.2638. The interpolated values lie below these by at most about 0.1\% of the direct value. This measures the interpolation error, not the error of the atomic model. A power law is suitable here because no absorption edge of these atoms lies between the two table energies; across an edge the method would fail.

\section{Part (d): what produces $f_2$}

\textbf{Question.} Derive the cross section of a subshell $nl$ holding $N$ electrons in a central potential. The orbital energies in the model are as follows. Which subshells contribute at 92 eV?
\begin{center}
\begin{tabular}{lccc}
atom & 1s (eV) & 2s (eV) & 2p (eV)\\
C & $-290.9$ & $-17.5$ & $-9.0$\\
O & $-536.8$ & $-29.2$ & $-14.2$\\
F & $-687.6$ & $-35.9$ & $-17.0$
\end{tabular}
\end{center}

\textbf{Answer.} Choose $z$ along the field. The perturbation is $E_0z\cos\omega t$, whose absorbing part has amplitude $E_0z/2$. With final states normalized per unit energy, the golden rule gives the rate
\begin{equation}
 W=2\pi\left|\frac{E_0z_{fi}}2\right|^2
 =\frac{\pi}{2}E_0^2|z_{fi}|^2 .
\end{equation}
Each transition takes energy $\omega$, so
\begin{equation}
 \sigma_{fi}=\frac{\omega W}{I}=4\pi^2\alpha\omega|z_{fi}|^2 .
 \label{golden}
\end{equation}
Now $z=r\cos\theta$, and
\begin{equation}
 \cos\theta\,Y_{lm}=a_{l+1,m}Y_{l+1,m}+a_{lm}Y_{l-1,m},\quad
 a_{lm}^2=\frac{l^2-m^2}{4l^2-1}.
\end{equation}
The electrons are spread evenly over $m$, so the squares are averaged over the $2l+1$ values. With $\sum_mm^2=l(l+1)(2l+1)/3$,
\begin{align}
 \sum_m a_{l+1,m}^2
 &=\frac{(2l+1)(l+1)\left[(l+1)-l/3\right]}{(2l+1)(2l+3)}
 =\frac{l+1}3,\nonumber\\
 \sum_m a_{lm}^2
 &=\frac{(2l+1)\,l\left[l-(l+1)/3\right]}{(2l-1)(2l+1)}
 =\frac l3 .
\end{align}
Let $u(r)$ be $r$ times the radial wavefunction and $R_{l'}=\int u_{\varepsilon l'}\,r\,u_{nl}\,dr$, with final energy $\varepsilon=\omega+\varepsilon_{nl}$. Dividing the sums by $2l+1$ and multiplying (\ref{golden}) by $N$ gives
\begin{equation}
 \sigma_{nl}=\frac{4\pi^2\alpha}{3}N\omega\,
 \frac{lR_{l-1}^2+(l+1)R_{l+1}^2}{2l+1}.
 \label{subshell}
\end{equation}
Ionization requires $\varepsilon>0$. At 92 eV this closes every 1s shell and opens every 2s and 2p shell. In this independent-electron model $\sigma=\sigma_{2s}+\sigma_{2p}$, and (\ref{sigma}) turns the sum into $f_2=\omega\sigma/(4\pi\alpha)$. This is how the table was made.

A commutator identity provides a check on the radial functions. For $H=p^2/2+V$ one has $[H,z]=-ip_z$ and $[H,p_z]=i\,\partial_zV$, so $[H,[H,z]]=\partial_zV$. Its matrix element between states whose energies differ by $\omega$ is $\omega^2z_{fi}$. Since $\partial_zV=V'(r)\cos\theta$ carries the same angular factor as $z$,
\begin{equation}
 \omega^2\int u_f\,r\,u_i\,dr=\int u_f\,V'(r)\,u_i\,dr .
 \label{force}
\end{equation}
The two sides, computed for the 2p-to-$d$ transition of each atom, agree within about $10^{-5}$ of their value. This tests the shape of the solutions in the given potential. It tests neither the potential itself nor the normalization of the continuum function, which cancels between the two sides.

\section{Part (e): why the order is C, O, F}

\textbf{Question.} Use the direct results below to explain the ranking. Separate the effect of having more 2p electrons from the change in absorption per electron.
\begin{center}
\begin{tabular}{lcccc}
atom & $\sigma_{2s}$ & $\sigma_{2p}$ & $\sigma_{2p}/N$ & mean 2p radius\\
 & (Mb) & (Mb) & (Mb) & (bohr)\\
C & 0.434 & 0.220 & 0.110 & 1.727\\
O & 0.601 & 1.474 & 0.368 & 1.202\\
F & 0.612 & 2.626 & 0.525 & 1.049
\end{tabular}
\end{center}

\textbf{Answer.} From carbon to fluorine the total grows by $(0.612+2.626)-(0.434+0.220)=2.584$ Mb. The 2p shell supplies $2.626-0.220=2.406$ Mb of this, or 93\%. In carbon itself the 2s shell absorbs more than the 2p shell, so the 2p dominance seen in fluorine is not common to all three atoms.

The 2p occupations are 2, 4 and 5. The growth of the 2p part factorizes as
\begin{align}
 \frac{\sigma_{2p}({\rm O})}{\sigma_{2p}({\rm C})}
 &=\frac42\times\frac{0.368}{0.110}\approx6.7,\nonumber\\
 \frac{\sigma_{2p}({\rm F})}{\sigma_{2p}({\rm C})}
 &=\frac52\times\frac{0.525}{0.110}\approx11.9 .
\end{align}
In both cases the change per electron is the larger factor. As a thought experiment, keep the actual 2s parts but give every 2p electron carbon's value of 0.110 Mb. The totals would be 0.65, 1.04 and 1.16 Mb. The order would survive, but fluorine would lead oxygen by only about 12\%. Conversely, with two 2p electrons in every atom but the actual values per electron, the totals would be 0.65, 1.34 and 1.66 Mb. Either factor alone gives the order; the larger response per electron gives most of the separation.

The response per electron grows while the 2p orbital contracts. A hydrogen-like 2p electron in $V=-Z/r$ shows what a stronger attraction does at fixed occupation. Scaling lengths by $1/Z$ and energies by $Z^2$ maps this problem onto $Z=1$. With continuum states normalized per unit energy, $|z_{fi}|^2$ is a squared length divided by an energy and scales as $Z^{-4}$. The prefactor $\omega$ in (\ref{golden}) supplies $Z^2$, hence
\begin{equation}
 \sigma_Z(\omega)=\frac1{Z^2}\,\sigma_1\!\left(\frac{\omega}{Z^2}\right).
\end{equation}
If $\sigma_1$ falls locally as $\omega^{-p}$, then $\sigma_Z\propto Z^{2p-2}$ at fixed $\omega$. It rises with $Z$ when $p>1$. At 92 eV the computed values for $Z=2,3,4$ are 0.0054, 0.0425 and 0.1622 Mb, while the mean radius falls from 2.500 through 1.667 to 1.250 bohr. The steps correspond to $2p-2\approx5.1$ and 4.7, so the condition is met with room to spare.

Equation (\ref{force}) gives a physical reading: absorption needs a force from the ion, and a compact orbital samples the region where $V'$ is large. The outgoing wave changes with $Z$ as well, so the comparison shows the effect of the stronger attraction as a whole, not of orbital size alone. It parallels the 2p trend from carbon to fluorine but does not supply the magnitudes, because screening makes the atomic potentials different from $-Z/r$. Contraction is no general rule for stronger absorption. From oxygen to fluorine the mean 2s radius falls from 1.11 to 0.98 bohr, yet $\sigma_{2s}$ grows by only 2\%, whereas a hydrogen-like 2s electron gives 0.038, 0.135 and 0.295 Mb for $Z=2,3,4$. In the same atomic model $\sigma_{2p}/N$ at 92 eV falls from 1.07 Mb in magnesium to 0.91 Mb in aluminium, where the photon energy is close to the 2p threshold.

\section{Part (f): absorption in a thin film}

\textbf{Question.} Take model films of a single element with $n_a=0.005$ per cubic bohr and thickness $d=30$ nm. Find the absorbed fraction for each element, neglecting surface reflection. Why is the ratio of absorbed fractions smaller than the ratio of cross sections?

\textbf{Answer.} For fluorine, $\sigma=0.11552$ square bohr, so $\mu=0.005\times0.11552=5.776\times10^{-4}$ per bohr, which is 10.915 per micrometre. The same conversion gives 2.208 for carbon and 6.995 for oxygen. These are leading-order values; the average-field correction of part (b) would raise the fractions below by about 0.1 to 0.4 percentage points. Integrating $dI/dz=-\mu I$ gives $I(d)=I(0)e^{-\mu d}$, and the absorbed fraction is $A=1-e^{-\mu d}$:
\begin{align}
 A_{\rm C}&=1-e^{-2.208\times0.030}=6.4\%,\nonumber\\
 A_{\rm O}&=1-e^{-6.995\times0.030}=18.9\%,\nonumber\\
 A_{\rm F}&=1-e^{-10.915\times0.030}=27.9\%.
\end{align}
The fluorine film absorbs 4.4 times as much as the carbon film, although the cross sections differ by a factor 4.9. For small $\mu d$, $A=\mu d-(\mu d)^2/2+\dots$. The negative term is relatively larger for the stronger absorber, whose deeper layers receive less light. In the thin limit the ratio of fractions tends to the ratio of cross sections; in the thick limit all fractions tend to one. At any finite thickness $A$ increases with $\mu$, so the order remains.

\section{Part (g): how far the ranking can be trusted}

\textbf{Question.} Discuss the ranking (i) under a change of the atomic model, (ii) at 400 eV, and (iii) at equal mass density.

\textbf{Answer.} (i) Reducing the exchange term to two thirds of its Slater strength gives $f_2=0.718$, 2.327 and 3.629 for C, O and F at 92 eV. These are 15 to 17\% below the direct values of part (c), but the ratios to carbon become 3.24 and 5.05, a change of about 2\%. The ranking is therefore less sensitive to this choice than the absolute absorption is. The comparison is not an error bound, since both calculations leave out the same many-electron and bonding effects. One of these is larger: if the Hartree and exchange field of the induced charge is allowed to act back on the electrons, the model gives $f_2\approx0.88$, 3.14 and 4.93. The ratios to carbon become 3.6 and 5.6, a change of about 13\%, while the ratio of fluorine to oxygen stays near 1.57. The order is robust; the ratios to carbon are not fixed to better than this.

(ii) At 400 eV the model gives 0.485 Mb for carbon, 0.068 Mb for oxygen and 0.111 Mb for fluorine. Carbon is now strongest. Its 1s shell, bound by 290.9 eV in the model, is open, while those of oxygen and fluorine remain closed. Fluorine still exceeds oxygen. The statement that fluorine absorbs most and carbon least therefore cannot be carried across the carbon 1s edge.

(iii) If the mass density $\rho_m$ is fixed instead, then $n_a=\rho_m/M$ for atomic mass $M$, and
\begin{equation}
 \mu=\frac{4\pi\alpha\rho_m}{\omega}\,\frac{f_2}{M}.
\end{equation}
The quantity to rank is now $f_2/M$. With $M=12.01$, 16.00 and 19.00 atomic mass units for C, O and F, the values of part (c) give $f_2/M=0.072$, 0.171 and 0.224 per mass unit. The order is unchanged, but the lead of fluorine over oxygen shrinks from a factor 1.56 to 1.31. For a real resist with several elements, the leading-order estimate is $\mu=\sum_jn_j\sigma_j$, where each number density $n_j$ follows from the composition and the film density. Adding fluorine raises $\mu$ only if the accompanying changes in the other densities do not outweigh its contribution. This sum also treats each atom as free, an approximation that the present data do not test. The computed values behind all parts are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
Photon energy: 92.0 eV = 3.38094 hartree
Wavelength: 13.477 nm
sigma per unit f2: 0.027123 bohr^2 = 0.7595 Mb
Oscillator sigma, work / f2 formula: 0.009025 / 0.009025 bohr^2
Oscillator mu/(density*sigma) at model density: 1.00404
Hydrogen 1s sigma, numerical / closed: 0.02502 / 0.02502 Mb
C orbital energies 1s, 2s, 2p: -290.9, -17.5, -9.0 eV
O orbital energies 1s, 2s, 2p: -536.8, -29.2, -14.2 eV
F orbital energies 1s, 2s, 2p: -687.6, -35.9, -17.0 eV
C f2 table at 88, 96 eV: 0.9042, 0.8227
C f2 at 92 eV, interpolated / direct: 0.8616 / 0.8618
C sigma: 0.02337 bohr^2 = 0.654 Mb; ratio to C: 1.000
C direct 2s, 2p parts: 0.434, 0.220 Mb
C sigma per 2p electron: 0.1102 Mb; mean 2p radius: 1.727 bohr
C acceleration/length amplitude: 1.00000
O f2 table at 88, 96 eV: 2.8623, 2.6081
O f2 at 92 eV, interpolated / direct: 2.7294 / 2.7311
O sigma: 0.07403 bohr^2 = 2.073 Mb; ratio to C: 3.168
O direct 2s, 2p parts: 0.601, 1.474 Mb
O sigma per 2p electron: 0.3684 Mb; mean 2p radius: 1.202 bohr
O acceleration/length amplitude: 1.00001
F f2 table at 88, 96 eV: 4.4330, 4.0986
F f2 at 92 eV, interpolated / direct: 4.2589 / 4.2638
F sigma: 0.11552 bohr^2 = 3.235 Mb; ratio to C: 4.943
F direct 2s, 2p parts: 0.612, 2.626 Mb
F sigma per 2p electron: 0.5253 Mb; mean 2p radius: 1.049 bohr
F acceleration/length amplitude: 1.00000
f2 with 2/3 exchange, C, O, F: 0.7182, 2.3271, 3.6286
Hydrogen-like 2p, Z=2: mean radius 2.500 bohr, sigma 0.0054 Mb
Hydrogen-like 2p, Z=3: mean radius 1.667 bohr, sigma 0.0425 Mb
Hydrogen-like 2p, Z=4: mean radius 1.250 bohr, sigma 0.1622 Mb
Sigma at 400 eV, C, O, F: 0.4854, 0.0682, 0.1111 Mb
Model density: 0.005 bohr^-3; film thickness: 30 nm
C mu: 1.1684e-04 bohr^-1 = 2.208 um^-1; absorbed: 6.41 %
O mu: 3.7015e-04 bohr^-1 = 6.995 um^-1; absorbed: 18.93 %
F mu: 5.7758e-04 bohr^-1 = 10.915 um^-1; absorbed: 27.92 %
\end{verbatim}
